Refractive Indices of the Vacuum in a Transverse Magnetic Field

**Problem**

A weak plane light wave travels through a vacuum containing a uniform static magnetic field B₀, at right angles to that field. Use Gaussian units, with electron mass m, elementary charge e, and

α = e²/(ħc), B_c = m²c³/(eħ).

For fields that vary slowly, the one-loop Euler-Heisenberg Lagrangian density is

L = (E² − B²)/(8π) − (αB_c²/8π²) ∫₀^∞ ds (e^(−s)/s³) [as coth(as) · bs cot(bs) − 1 − s²(a² − b²)/3].

The non-negative numbers a and b are defined by

a² − b² = (B² − E²)/B_c², ab = |E·B|/B_c².

(a) Expand L to fourth order in the fields.

(b) Find the linear response of the vacuum to the wave in the presence of B₀.

(c) Find the refractive index for each linear polarization, and the birefringence, to lowest order in B₀. What happens if the light travels along B₀ instead?

(d) Evaluate the birefringence per square tesla. For B₀ = 5 T, a vacuum wavelength of 1000 nm and a total path of 100 km in the field, find the phase retardation and the ellipticity acquired by light polarized at 45° to B₀.

(e) Find the first correction to the indices as B₀/B_c grows.

**Solution**

**(a) The weak-field Lagrangian**

The −1 in the bracket removes the energy of the field-free vacuum. The last subtraction removes a term proportional to E² − B², which has the same form as the classical Lagrangian and is absorbed in the definition of the physical charge. The new physics therefore begins at fourth order.

Put x = as and y = bs. The Taylor series are

x coth x = 1 + x²/3 − x⁴/45 + 2x⁶/945 − …
y cot y = 1 − y²/3 − y⁴/45 − 2y⁶/945 − …

The second-order part of their product is (x² − y²)/3, which the subtraction cancels. The fourth-order part is

−x⁴/45 − y⁴/45 − x²y²/9 = −(x⁴ + y⁴ + 5x²y²)/45.

Since x⁴ + y⁴ = (x² − y²)² + 2x²y², this equals

−[(x² − y²)² + 7x²y²]/45.

The number 7 is thus 5 from the cross term plus 2 from completing the square.

Define the two field invariants

F = E² − B², G = E·B.

Then a² − b² = −F/B_c² and a²b² = G²/B_c⁴. The fourth-order bracket carries s⁴, so the remaining integral is ∫₀^∞ s e^(−s) ds = 1. The two minus signs cancel, and

L = F/(8π) + κ(F² + 7G²),

κ = α/(360π²B_c²) = e⁴ħ/(360π²m⁴c⁷).

This is an expansion for weak fields, not a convergent rewriting of the integral. When b is not zero, cot(bs) has poles at s = π/b, 2π/b and so on. The factor e^(−s) suppresses their effect to order e^(−π/b), which is smaller than any power of b. The wave needs only second derivatives of L at E = 0, so these poles do not affect the indices. The series in B₀/B_c still diverges, even at b = 0, because coth(as) has poles at imaginary s. Its first terms are nevertheless accurate when B₀ ≪ B_c.

**(b) Linear response**

Write subscripts on L for derivatives with respect to F and G. Because ∂F/∂E = 2E, ∂F/∂B = −2B, ∂G/∂E = B and ∂G/∂B = E,

D = 4π ∂L/∂E = 8πL_F E + 4πL_G B,
H = −4π ∂L/∂B = 8πL_F B − 4πL_G E.

Now set E = e and B = B₀ + b, where the vectors e and b belong to the wave and are small compared with B₀. To first order,

δF = −2B₀·b, δG = B₀·e.

L is even in G, so L_G and L_FG vanish in the background, where G = 0. Hence δL_F = −2L_FF B₀·b and δL_G = L_GG B₀·e. With P = 8πL_F evaluated in the background, the wave parts of D and H are

d = P e + 4πL_GG B₀(B₀·e),
h = P b − 16πL_FF B₀(B₀·b).

The electric field of the wave does not enter h, and its magnetic field does not enter d.

For the Lagrangian of part (a), L_F = 1/(8π) + 2κF, L_FF = 2κ and L_GG = 14κ. In the background F = −B₀². Define

q = 16πκB₀² = (2α/45π)(B₀/B_c)².

Then P = 1 − q, 4πL_GG B₀² = 7q/2 and 16πL_FF B₀² = 2q. The response factors are:

- d/e along B₀: 1 − q + 7q/2 = 1 + 5q/2
- d/e across B₀: 1 − q
- h/b along B₀: 1 − q − 2q = 1 − 3q
- h/b across B₀: 1 − q

The factor h/b is an inverse permeability.

**(c) The two indices**

For a plane wave with wave vector k = (nω/c)k̂, Maxwell's equations without sources give

b = n k̂×e, n k̂×h = −d.

Let k̂ point along x and B₀ along z. The second equation requires d_x = 0. Since d_x = P e_x, it follows that e_x = 0, and two transverse polarizations remain.

*Electric field of the wave along B₀.* With e = e ẑ, the magnetic field is b = −n e ŷ, which lies across B₀. Then h = −(1 − q)n e ŷ. Since x̂×ŷ = ẑ, the second equation becomes

−(1 − q)n² e ẑ = −(1 + 5q/2) e ẑ,

n_∥² = (1 + 5q/2)/(1 − q) ≈ 1 + 7q/2, n_∥ ≈ 1 + 7q/4.

*Electric field of the wave across B₀.* With e = e ŷ, the magnetic field is b = n e ẑ, which lies along B₀. Then h = (1 − 3q)n e ẑ. Since x̂×ẑ = −ŷ,

−(1 − 3q)n² e ŷ = −(1 − q) e ŷ,

n_⊥² = (1 − q)/(1 − 3q) ≈ 1 + 2q, n_⊥ ≈ 1 + q.

Inserting q gives

n_∥ = 1 + 7 (α/90π)(B₀/B_c)²,
n_⊥ = 1 + 4 (α/90π)(B₀/B_c)².

The labels refer to the electric field of the wave. The birefringence is

Δn = n_∥ − n_⊥ = (α/30π)(B₀/B_c)² = e⁴ħB₀²/(30πm⁴c⁷).

The weights have separate origins. The 7 comes from the G² term, because an electric field along B₀ changes E·B. The 4 comes from the F² term, because a magnetic field along B₀ changes B². Both indices exceed one, so both polarizations travel more slowly than c, and the one with its electric field along B₀ is the slower.

If the light travels along B₀, both e and b lie across B₀. Then d = P e and h = P b, the common factor P cancels in the wave equations, and n = 1. The effect needs a field component transverse to the ray.

These results assume B₀ ≪ B_c and ħω ≪ mc². The second condition allows a Lagrangian without derivatives of the fields. Loops beyond the first, which bring corrections of relative order α, are left out, as is any residual gas. The known two-loop term multiplies Δn by 1 + 25α/(4π), an increase of about 1.5%. The numbers below are therefore one-loop values, and the coefficient 3.97×10⁻²⁴ T⁻² of part (d) becomes about 4.03×10⁻²⁴ T⁻² at two loops.

**(d) Numbers**

The ratio B₀/B_c does not depend on the unit system, so B_c may be expressed in tesla: B_c = 4.414×10⁹ T. Therefore

Δn/B₀² = α/(30πB_c²) = 7.297×10⁻³/[30π(4.414×10⁹ T)²] = 3.97×10⁻²⁴ T⁻².

To the accuracy appropriate here, Δn ≈ 4×10⁻²⁴ (B₀/1 T)². The quantity with the unit T⁻² is the coefficient; the birefringence itself is dimensionless and grows as the square of the field.

At 5 T,

Δn = 3.97×10⁻²⁴ × 25 = 9.9×10⁻²³.

The separate shifts are n_∥ − 1 = 2.3×10⁻²² and n_⊥ − 1 = 1.3×10⁻²². Both conditions are well satisfied: B₀/B_c = 1.1×10⁻⁹ and ħω/(mc²) = 2.4×10⁻⁶.

Over a path ℓ the slower polarization falls behind by the phase

δ = 2πΔnℓ/λ = 2π × 9.9×10⁻²³ × 10⁵ m/(10⁻⁶ m) = 6.2×10⁻¹¹ rad.

Such a path can be made by folding the beam between mirrors. The wave equations fix n², which is unchanged when k̂ is reversed, so the retardations of successive passes add if the mirrors have no birefringence of their own. If they have some, the retardations still add exactly when the mirror axes lie along and across B₀. For other orientations the vacuum contribution adds as long as the retardation Γ accumulated from all reflections stays small compared with one radian. With the axes of both mirrors parallel to each other and at 45° to B₀, the vacuum-induced ellipticity is reduced by the factor sin Γ/Γ.

Light polarized at 45° to B₀ has equal components across and along the field. At the end of the path they vary as cos φ and cos(φ − δ), where φ = ωt up to a constant. Along the two diagonal directions the field components are

[cos φ + cos(φ − δ)]/√2 = √2 cos(δ/2) cos(φ − δ/2),
[cos φ − cos(φ − δ)]/√2 = −√2 sin(δ/2) sin(φ − δ/2).

These describe an ellipse. For 0 < δ < π/2 its ratio of minor to major axis is tan(δ/2), so for small δ the ellipticity is

tan(δ/2) ≈ δ/2 = 3.1×10⁻¹¹.

Even after 100 km, the two polarizations differ in optical path by Δnℓ = 9.9×10⁻¹⁸ m, about 10⁻¹¹ of a wavelength.

**(e) The first strong-field correction**

Let β = B₀/B_c. The response formulas of part (b) hold for any L that depends on F and is even in G. The same wave equations then give

n_∥² = 1 + 4πL_GG B₀²/P,
n_⊥² = P/(P − 16πL_FF B₀²).

Here P differs from one by order αβ². To first order in α,

n_∥ − 1 = 2πB₀²L_GG, n_⊥ − 1 = 8πB₀²L_FF.

The next term of L comes from the sixth-order part of the product of the two series:

2(x⁶ − y⁶)/945 − x²y⁴/135 + x⁴y²/135.

Using x⁶ − y⁶ = (x² − y²)³ + 3x²y²(x² − y²) and 1/135 = 7/945, this becomes

[2(x² − y²)³ + 13x²y²(x² − y²)]/945.

The remaining integral is ∫₀^∞ s³e^(−s) ds = 6. Replacing a² − b² by −F/B_c² reverses the sign of the bracket, so the added Lagrangian is

L₆ = [α/(1260π²B_c⁴)] (2F³ + 13FG²).

At F = −B₀² and G = 0, the second derivatives become

L_GG = 14κ − 26αB₀²/(1260π²B_c⁴) = 14κ(1 − 26β²/49),
L_FF = 2κ − 12αB₀²/(1260π²B_c⁴) = 2κ(1 − 12β²/7).

The weights multiplying αβ²/(90π) therefore change as follows:

7 → 7 − 26β²/7, 4 → 4 − 48β²/7.

The numerical output gives the weights obtained from the full integral without expanding it in the field. At β = 0.01 they are 6.99963 and 3.99931, below 7 and 4 by 3.7×10⁻⁴ and 6.9×10⁻⁴, as the correction predicts. At β = 0.10 they are 6.964 and 3.934. The shortfalls are then 0.036 and 0.066, compared with 0.037 and 0.069 from the first correction, so still higher terms have begun to show.

The weight for an electric field across B₀ falls faster, so the difference of the weights rises slightly, from 3 to 3.03 at β = 0.10. In that field the simple law for Δn is low by about 1% relative to the full one-loop integral. At laboratory fields such as 5 T, where β² is about 10⁻¹⁸, this correction is negligible beside the omitted higher loops.

Computed values

```
fine-structure constant alpha = 7.297353e-03 (dimensionless)
critical field Bc = 4.4140e+09 T
kappa = 1.0541e-33 cm^3/erg
q at 1 T = 5.2987e-24 (dimensionless)
(n_par - 1)/B0^2 = 9.273e-24 T^-2
(n_perp - 1)/B0^2 = 5.299e-24 T^-2
birefringence/B0^2 = 3.974e-24 T^-2
Weights (n-1)*90*pi/(alpha*beta^2) from the full integral:
  beta = 0.01: e along B0 6.99963, across 3.99931
  beta = 0.02: e along B0 6.99852, across 3.99726
  beta = 0.10: e along B0 6.96366, across 3.93401
Worked example:
  field B0 = 5.0 T
  wavelength = 1000 nm
  path in field = 100 km
  beta = B0/Bc = 1.133e-09 (dimensionless)
  photon energy = 1.240 eV
  photon energy/(m c^2) = 2.426e-06 (dimensionless)
  n_par - 1 = 2.318e-22 (dimensionless)
  n_perp - 1 = 1.325e-22 (dimensionless)
  n_par - n_perp = 9.935e-23 (dimensionless)
  phase retardation = 6.242e-11 rad
  ellipticity at 45 degrees = 3.121e-11 (axis ratio)
```
